# Fermi level and valley populations of strained n-silicon at fixed density

## What goes wrong with the wrong occupation setting

Take n-type silicon with $5\times10^{19}$ electrons per cm³, stretched by 0.5 % in the plane of the wafer, at 300 K. Boltzmann occupations put 91.6 % of the electrons into the two lowered valleys and the Fermi level 41.6 meV above their edge. Fermi–Dirac occupations, with the same bands and the same density, give 76.9 % and 73.5 meV. Anything computed from the populations, such as an average mass, inherits the error.

The setting concerned is the choice of occupations in an electronic-structure calculation: Fermi–Dirac filling at a stated electronic temperature, with the electron number fixed and the Fermi level adjusted to it. This guide derives what that adjustment does in strained silicon, why it can be made safe, and how to choose density, temperature and sampling.

The model has parabolic valleys whose masses do not change with strain. There is no shear strain and no confinement. The density of conduction electrons is given, so the ionisation of donors is not part of the problem.

## From strain to valley splitting

Silicon has six conduction valleys, two along each cubic axis. Let the layer have a (001) surface and equal in-plane strains $e_{xx}=e_{yy}=e$, positive in tension. The top surface is free, so the normal stress vanishes:

$$\sigma_{zz}=C_{11}e_{zz}+2C_{12}e=0\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .$$

To first order in strain, a valley along axis $i$ shifts by $\Xi_d(e_{xx}+e_{yy}+e_{zz})+\Xi_u e_{ii}$. The first term is common to all valleys and drops out of energy differences. The four in-plane valleys (Delta4) therefore lie above the two valleys along $z$ (Delta2) by

$$\Delta=E_4-E_2=\Xi_u(e-e_{zz})=\Xi_u e\left(1+\frac{2C_{12}}{C_{11}}\right).$$

With the rough values $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa, a strain $e=0.005$ gives $e_{zz}=-0.386$ % and

$$\Delta=9\times0.005\times1.771\ \text{eV}=79.7\ \text{meV}.$$

Since $kT=25.85$ meV at 300 K, $\Delta/kT=3.083$. From here on, energies are measured from the lowest valley edge of the strained crystal. In tension, $E_2=0$ and $E_4=\Delta$.

## From valleys to a density equation

Near its minimum a valley has energy $\frac{\hbar^2}{2}\left(k_l^2/m_l+k_{t1}^2/m_t+k_{t2}^2/m_t\right)$, where $l$ and $t$ mean along and across its axis. Substitute $k_i=q_i\sqrt{m_i/m_d}$. The energy becomes $\hbar^2q^2/2m_d$, and the volume element gains the factor $m_t\sqrt{m_l}/m_d^{3/2}$. This factor is 1 if $m_d^{3/2}=m_t\sqrt{m_l}$. The anisotropy is thus fully included in the density, without approximation within the parabolic model.

With two spins, one valley holds

$$n_v=\frac{2}{(2\pi)^3}\int\frac{4\pi q^2\,dq}{1+e^{(E-E_F)/kT}},$$

where $E$ includes the valley edge $E_i$. Set $x=\hbar^2q^2/(2m_dkT)$, so that $q^2dq=\frac12(2m_dkT/\hbar^2)^{3/2}\sqrt{x}\,dx$, and define

$$F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}},\qquad \eta_i=\frac{E_F-E_i}{kT}.$$

Then $n_v=N_vF(\eta_i)$. The prefactor is

$$N_v=\frac{\sqrt\pi}{2}\,\frac{1}{2\pi^2}\left(\frac{2m_dkT}{\hbar^2}\right)^{3/2}=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}.$$

For $m_l=0.92$ and $m_t=0.19$ electron masses, $N_v=4.573\times10^{18}$ cm⁻³ at 300 K. The Fermi level is the root of

$$n=N_v\left[2F(\eta_2)+4F(\eta_4)\right].$$

## Why there is one root, and how accurate it must be

Write $f=1/(1+e^{x-\eta})$. Then $\partial f/\partial\eta=f(1-f)$, and

$$\frac{F'(\eta)}{F(\eta)}=\frac{\int\sqrt{x}\,f(1-f)\,dx}{\int\sqrt{x}\,f\,dx}=\langle1-f\rangle .$$

This is an average of a quantity between 0 and 1, so it lies between 0 and 1 itself. The total density rises steadily from zero without limit as $E_F$ rises, and there is one root.

The logarithmic slope of the total density with respect to $E_F/kT$ is the average of the two valley slopes, weighted by population, and is also below 1. An error $\delta$ in $E_F/kT$ therefore changes $\ln n$ by less than $\delta$. For the populations $p_2$ and $p_4=1-p_2$, differentiating $p_2=n_2/n$ gives

$$\frac{dp_2}{d(E_F/kT)}=p_2p_4\left(\frac{F'(\eta_2)}{F(\eta_2)}-\frac{F'(\eta_4)}{F(\eta_4)}\right).$$

Its size is below $1/4$, because $p_2p_4\le1/4$ and the bracket lies between $-1$ and 1. A Fermi level good to $0.01\,kT$ thus fixes the populations to better than 0.25 percentage points within the model.

## Two bounds that enclose the root

**Lower bound.** Dropping the 1 in the denominator gives $f<e^{\eta-x}$. Since $\int_0^\infty\sqrt{x}\,e^{-x}dx=\sqrt\pi/2$, it follows that $F(\eta)<e^\eta$. The Boltzmann level

$$E_F^{\rm low}=kT\ln\frac{n}{N_v\left(2e^{-E_2/kT}+4e^{-E_4/kT}\right)}$$

would hold $n$ electrons if $F$ were $e^\eta$. With the true $F$ it holds fewer, so it lies below the root.

**Upper bound.** For $\eta>0$, let $u$ be the distance of $x$ from $\eta$. Below the Fermi level $f=1-1/(1+e^u)$, and above it $f=1/(1+e^u)$. Hence

$$\int_0^\infty\!\sqrt{x}f\,dx=\frac23\eta^{3/2}-\int_0^\eta\frac{\sqrt{\eta-u}}{1+e^u}du+\int_0^\infty\frac{\sqrt{\eta+u}}{1+e^u}du .$$

The last integral exceeds the one before it, because $\sqrt{\eta+u}>\sqrt{\eta-u}$ and its range is longer. So $F(\eta)>4\eta^{3/2}/(3\sqrt\pi)$. Let $g$ be the number of valleys at the lowest edge: 2 in tension, 4 in compression, 6 without strain. Filling these alone, at this underestimated density, requires

$$E_F^{\rm high}=kT\left(\frac{3\sqrt\pi\,n}{4gN_v}\right)^{2/3}.$$

The true density at this level is larger than $n$, so it lies above the root.

## The search

1. Compute $\Delta$, $N_v$ and the two bounds.
2. Evaluate the density at the midpoint. If it is below $n$, the midpoint becomes the lower end; otherwise it becomes the upper end.
3. Repeat until the interval is narrow enough, then compute the populations at its centre.

Each pass halves the interval, whatever the regime. In floating-point arithmetic there is one caveat: at extremely low density the lower bound merges with the root, and rounding can place it on the wrong side. Moving it down slightly cures this.

The integral $F$ needs care, because $\sqrt{x}$ has infinite slope at zero. With $x=t^2$,

$$F(\eta)=\frac{4}{\sqrt\pi}\int_0^\infty\frac{t^2\,dt}{1+e^{t^2-\eta}},$$

whose integrand is smooth and even in $t$. The error of an equally spaced sum with step $h$ consists of the Fourier components of the integrand at multiples of $2\pi/h$. Moving the integration path a distance $b$ into the complex plane shows that they shrink as $e^{-2\pi b/h}$, up to the first pole, at $t^2=\eta+i\pi$. For large $\eta$ this pole has $b\approx\pi/(2\sqrt\eta)$, so the step must shrink as the electrons become more degenerate.

## The example in numbers

For $n=5\times10^{19}$ cm⁻³, $n/N_v=10.93$ and $2+4e^{-3.083}=2.183$. The bounds are

$$E_F^{\rm low}=25.85\,\ln\frac{10.93}{2.183}=41.6\ \text{meV},$$

$$E_F^{\rm high}=25.85\left(\frac{3\sqrt\pi\times10.93}{8}\right)^{2/3}=97.0\ \text{meV}.$$

The first midpoint, 69.3 meV, holds $4.59\times10^{19}$ cm⁻³, which is too few. The next, 83.2 meV, holds $6.03\times10^{19}$, too many. Then 76.2 meV gives $5.28\times10^{19}$ and 72.8 meV gives $4.92\times10^{19}$, so the root lies between these two. After 35 halvings the interval is below $10^{-10}kT$, far finer than the physics needs, and $E_F=73.5$ meV.

The reduced levels are $\eta_2=73.54/25.85=2.845$ and $\eta_4=(73.54-79.70)/25.85=-0.238$, with $F(\eta_2)=4.204$ and $F(\eta_4)=0.6315$. The two groups hold

$$n_2=2\times4.573\times10^{18}\times4.204=3.84\times10^{19}\ \text{cm}^{-3},$$

$$n_4=4\times4.573\times10^{18}\times0.6315=1.16\times10^{19}\ \text{cm}^{-3}.$$

The shares are 76.9 % and 23.1 %.

These results were tested by summing occupations over a three-dimensional grid of wave vectors with the anisotropic masses. The spacing was 0.07 nm⁻¹, with 141 points per axis. At $10^{16}$, $5\times10^{19}$ and $2\times10^{20}$ cm⁻³, densities and populations agreed to within $3\times10^{-11}$, relative to the total density.

## From dilute to dense

**Dilute limit.** If $e^{\eta}\ll1$ in every valley, $F=e^\eta$ and the density cancels from the populations:

$$p_2=\frac{2}{2+4e^{-\Delta/kT}}=\frac{1}{1+2e^{-\Delta/kT}}=91.6\ \%.$$

The next term shows when this fails. Expanding $f=e^{\eta-x}-e^{2(\eta-x)}+\dots$ and integrating gives $F=e^\eta(1-e^\eta/2^{3/2}+\dots)$. The relative error of Boltzmann filling in a valley is thus about $e^\eta/2.8$, as long as this is small.

**Cold limit.** At $T=0$ a valley filled to kinetic energy $E$ holds $(2m_dE/\hbar^2)^{3/2}/3\pi^2$ electrons per volume. The upper valleys begin to fill when the lower two are full up to $\Delta$:

$$n_{\rm on}=\frac{2}{3\pi^2}\left(\frac{2m_d\Delta}{\hbar^2}\right)^{3/2}=3.72\times10^{19}\ \text{cm}^{-3}.$$

The example is 1.343 times denser. With $y=E_F/\Delta$, the cold density equation is $y^{3/2}+2(y-1)^{3/2}=1.343$. Its root is $y\approx1.148$, and the upper share is $2(0.148)^{3/2}/1.343\approx8$ %. At 300 K it is 23 %, so most of the upper population in the example is due to temperature.

**Dense limit.** For $E_F\gg\Delta$ and $E_F\gg kT$, the ratio $F(\eta_4)/F(\eta_2)$ tends to $(1-\Delta/E_F)^{3/2}$. Then

$$p_2\approx\frac{1}{1+2(1-\Delta/E_F)^{3/2}}\approx\frac13\left(1+\frac{\Delta}{E_F}\right).$$

The share approaches the unstrained value $1/3$ slowly, and the parabolic model loses its validity before that limit is reached.

**Between the limits the share falls steadily.** Put $d=\Delta/kT>0$ and $u=x-\eta$. The ratio $R=F(\eta)/F(\eta-d)$ is the average of

$$r(u)=\frac{1+e^{u+d}}{1+e^u}=e^d-\frac{e^d-1}{1+e^u}$$

over $u>-\eta$ with weight $w=\sqrt{u+\eta}/(1+e^{u+d})$. The function $r$ increases with $u$. Raising $\eta$ changes $\ln w$ at the rate $s(u)=1/[2(u+\eta)]$, which decreases with $u$. The weight vanishes at the lower limit, so the moving limit adds nothing, and

$$\frac{dR}{d\eta}=\langle rs\rangle-\langle r\rangle\langle s\rangle=\tfrac12\big\langle[r(u)-r(v)][s(u)-s(v)]\big\rangle<0,$$

where $u$ and $v$ are drawn independently. Since $p_2=1/(1+2/R)$, the share falls as $E_F$, and with it the density, rises.

At fixed strain and 300 K:

| $n$ (cm⁻³) | $E_F$ (meV) | Boltzmann (meV) | Delta2 (%) |
|---|---|---|---|
| $10^{16}$ | −178.5 | −178.5 | 91.6 |
| $10^{18}$ | −58.7 | −59.5 | 91.3 |
| $10^{19}$ | 8.0 | 0.0 | 88.8 |
| $5\times10^{19}$ | 73.5 | 41.6 | 76.9 |
| $10^{20}$ | 111.9 | 59.6 | 66.3 |
| $2\times10^{20}$ | 162.1 | 77.5 | 55.7 |

**Compression.** Reversing the strain makes $\Delta=-79.7$ meV, so the four in-plane valleys are lowest. At $5\times10^{19}$ cm⁻³ the Delta2 share is 4.8 % and $E_F$ is 47.7 meV above the lowest edge. Without strain it is 31.8 meV. The level is highest in tension, where two valleys must hold most of the electrons. These three values have different zeros; comparing them on an absolute scale would also require $\Xi_d$.

## What the model leaves out

**Nonparabolic bands.** Let the kinetic energy $E$ obey $E(1+\alpha E)=\hbar^2q^2/2m_d$, with a rough $\alpha=0.5$ eV⁻¹. Then $\sqrt{x}\,dx$ becomes $\sqrt{x(1+ax)}\,(1+2ax)\,dx$ with $a=\alpha kT$. There are more states, so $E_F$ falls, to 70.0 meV, and the Delta2 share rises to 78.3 %. Two causes act together: a lower $E_F$ favours the lower valleys, as shown above, and the added states weigh more at high kinetic energy, where the lower valleys have relatively more electrons. At $2\times10^{20}$ cm⁻³ the share changes from 55.7 to 58.3 %. A single isotropic $\alpha$ is itself only a rough account of the band shape. Empirical-pseudopotential bands with rigidly shifted valleys raise the share over the parabolic value by about 2 points at $5\times10^{19}$ cm⁻³ and about 5 points at $2\times10^{20}$ cm⁻³, against 1.4 and 2.6 points here. The upper bound remains valid, but the Boltzmann level is no longer a guaranteed lower bound: at low density it lies slightly above the root. It was therefore lowered by one $kT$ here.

**The zone boundary.** With the minimum at a rough 0.85 of the way from Gamma to X and a lattice constant of 0.543 nm, the parabola reaches X at 124.8 meV. In the example 0.4 % of the Delta2 electrons lie beyond that point, and 2.3 % at $2\times10^{20}$ cm⁻³.

**Exchange.** A more populated valley is lowered more by exchange. For an isotropic valley at $T=0$, the shift at the Fermi wave vector $k_F=(3\pi^2n_v)^{1/3}$ is $-(e^2/\epsilon_0\epsilon_r)(2\pi)^{-3}\int d^3k/|\mathbf k-\mathbf k_F|^2$ over the filled sphere. Seen from a point on its surface, the sphere has chords $2k_F\cos\theta$, so the integral is $\int_0^{\pi/2}2\pi\sin\theta\,2k_F\cos\theta\,d\theta=2\pi k_F$. The shift is $-e^2k_F/(4\pi^2\epsilon_0\epsilon_r)$. With $\epsilon_r=11.7$ and the populations found above, the splitting grows by 15 meV and the Delta2 share becomes 83 %. This is a single pass with a zero-temperature formula, although the upper valleys are not degenerate at 300 K. It includes the screening by the crystal, through $\epsilon_r$, but neither screening by the conduction electrons nor correlation: an estimate of size, not a correction to adopt. The omissions are as large as the estimate itself. Unscreened exchange evaluated at 300 K gives about 21 meV in one pass and 26 meV (share 87 %) when iterated to self-consistency, while static Thomas–Fermi screening by the carriers reduces it to about 5 meV (share 79 %).

**The real case.** The density is in the range of heavily doped n-type contact regions in transistors, and half a percent is a realistic strain for a strained silicon layer. Real devices break the assumption of uniform biaxial strain, since stress there varies in space and is often closer to uniaxial. The share is also sensitive to the splitting: lowering it by one ninth, as $\Xi_u=8$ eV does, gives a share of 72.6 %, and raising it by one ninth gives 80.8 %. Heating to 400 K at fixed density and splitting gives 71.6 %. Taken one at a time, these changes move the share between about 72 and 81 %, and exchange alone gives 79 to 87 %, depending on how it is treated. Acting together they can move it further: $\Xi_u=8$ eV at 400 K gives 68 %, while $\Xi_u=10$ eV at 300 K with nonparabolic bands and the exchange estimate gives 89 %. The random potential of the donors, which blurs the band edges at this density, is left out as well. For a real layer near this density and strain the model therefore supports only a rough statement, that most of the electrons are in Delta2, and not a share of 76.9 %. In a thin inversion layer, confinement splits the valleys as well, and this bulk density equation does not apply.

## Choosing the settings

**Fix the electron number, not the Fermi level.** When strain changes at constant doping with ionised donors, $E_F$ must be solved again.

**Set the count tolerance against the added carriers.** A cubic cell of 0.543 nm has a volume of 0.160 nm³, so $5\times10^{19}$ cm⁻³, or 0.05 nm⁻³, is 0.008 electrons per cell. An error of 0.001 electrons per cell is 12 % of the carriers. The added charge also needs a compensating background or explicit donors.

**Use Fermi–Dirac occupations at the device temperature.** A broadening chosen for convergence alone can change the physics: in the example the upper valleys hold about 8 % at $T=0$, 23 % at 300 K and 28 % at 400 K.

**Sample the valleys finely.** The mesh spacing should be small compared with $\sqrt{2m_tkT}/\hbar$, and smaller still at high degeneracy, for the reason given for $F$. If a direct calculation on such a mesh is too costly, interpolate the bands near the minima or use the density equation with computed masses and splitting.

**Use Boltzmann filling where it is justified.** Check $e^{\eta}/2.8$ for the lowest valley. At $10^{18}$ cm⁻³, $\eta=-58.65/25.85=-2.27$ and the estimate is 4 %. At $10^{19}$ cm⁻³ the Boltzmann level is already 8 meV too low.

The main values are in the numerical output.

## Computed results

```
masses ml, mt: 0.92, 0.19 m_e
Xi_u: 9.0 eV; C11, C12: 166.0, 64.0 GPa
in-plane strain: 0.50 %
normal strain: -0.3855 %
valley splitting: 79.70 meV
temperature: 300 K; kT: 25.852 meV
splitting / kT: 3.0829
Nv per valley: 4.5732e+18 cm^-3
main density: 5.0e+19 cm^-3
lower bound of EF: 41.647 meV
upper bound of EF: 96.991 meV
step 1: EF 69.319 meV, n 4.5902e+19 cm^-3
step 2: EF 83.155 meV, n 6.0332e+19 cm^-3
step 3: EF 76.237 meV, n 5.2761e+19 cm^-3
step 4: EF 72.778 meV, n 4.9245e+19 cm^-3
bisection steps: 35; final width/kT < 1e-10
EF above lowest edge: 73.536 meV
eta2, eta4: 2.8445, -0.2384
F(eta2), F(eta4): 4.2037, 0.6315
Delta2 density: 3.8449e+19 cm^-3
Delta4 density: 1.1551e+19 cm^-3
Delta2 share: 76.90 %; Delta4: 23.10 %
Boltzmann Delta2 share: 91.60 %
T=0 onset density of Delta4: 3.724e+19 cm^-3
table: n (cm^-3), EF (meV), Boltzmann EF (meV), Delta2 (%)
1e+16  -178.53  -178.54  91.60
1e+18  -58.65  -59.49  91.34
1e+19  8.00  0.04  88.82
5e+19  73.54  41.65  76.90
1e+20  111.93  59.57  66.30
2e+20  162.07  77.49  55.74
unstrained EF: 31.76 meV
compressed: EF 47.69 meV, Delta2 4.83 %
largest mismatch with k-grid count: 2.9e-11
nonparabolicity: 0.5 /eV
nonparabolic: EF 69.95 meV, Delta2 78.30 %
same at 2e20 cm^-3: EF 153.28 meV, Delta2 58.32 %
lattice constant: 0.543 nm; minimum at 0.85 of Gamma-X
parabolic energy at X: 124.8 meV
Delta2 electrons past X: 0.37 %
same at 2e20 cm^-3: 2.34 %
relative permittivity: 11.7
exchange change of splitting: 15.2 meV
Delta2 share with it: 83.4 %
at 400 K: EF 62.15 meV, Delta2 71.63 %
Xi_u 8 eV: Delta2 72.62 %
Xi_u 10 eV: Delta2 80.83 %
```
